# Negative orbital energy without binding: restricted Hartree-Fock for the D⁻ centre: a numerical check

```python
"""Result under test: for an isotropic donor the lowest closed-shell (restricted
Hartree-Fock, RHF) energy of the two-electron ion D- is about -0.976 Ry*, above
the -1 Ry* of the neutral donor D0 plus a free electron, although the RHF orbital
energy is negative and the correlated D- is bound.
Symbols: Ry* = effective Rydberg, a* = effective Bohr radius (units of energy and
length unless a name says otherwise); u(r) = r * radial orbital, integral u^2 = 1;
h = one-electron energy, J = Coulomb repulsion, eps = orbital energy.
Hylleraas variables: s = r1 + r2, t = r2 - r1, u = r12."""
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eig, eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto

# ---------- Chebyshev grid on 0 < r < R, functions vanish at both ends ----------
N, R = 90, 60.0
theta = np.pi * np.arange(N + 1) / N
x = np.cos(theta)
sign = np.where(np.arange(N + 1) % 2 == 0, 1.0, -1.0)
sign[[0, -1]] *= 2
D = np.outer(sign, 1 / sign) / (x[:, None] - x[None, :] + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))
D2 = (D @ D) * (2 / R) ** 2
v = np.ones(N + 1)
for j in range(1, N // 2):
    v -= 2 * np.cos(2 * j * theta) / (4 * j * j - 1)
v -= np.cos(N * theta) / (N * N - 1)
wt = (2 * v / N * R / 2)[1:N]
r = (R * (1 + x) / 2)[1:N]
lap = D2[1:N, 1:N]
lap_inv = np.linalg.inv(lap)


def potential(rho):
    """Repulsive potential energy (Ry*) of a radial density, from Poisson's equation."""
    charge = wt @ rho
    return 2 * (lap_inv @ (-rho / r - D2[1:N, 0] * charge)) / r


def normalise(f):
    return f / np.sqrt(wt @ f**2)


def parts(f):
    """Kinetic, donor-attraction and repulsion integrals of one orbital."""
    return (-wt @ (f * (lap @ f)), -2 * wt @ (f**2 / r),
            wt @ (f**2 * potential(f**2)))


def closed_energy(f):
    kin, att, rep = parts(f)
    return 2 * (kin + att) + rep


def lowest(rho):
    """Lowest orbital energy and orbital in the donor field plus that of rho."""
    val, vec = eig(-lap + np.diag(-2 / r + potential(rho)))
    k = np.argmin(val.real)
    return val[k].real, normalise(vec[:, k].real)


# ---------- single exponential ----------
zeta = 11 / 16
u_single = normalise(r * np.exp(-zeta * r))
e_single = closed_energy(u_single)
assert abs(e_single + 121 / 128) < 1e-7
assert abs(closed_energy(normalise(r * np.exp(-0.9 * r)))
           - (2 * 0.9**2 - 11 / 4 * 0.9)) < 1e-7

# ---------- self-consistent closed shell ----------
rho = u_single**2
for _ in range(200):
    eps, orb = lowest(rho)
    change = np.max(abs(orb**2 - rho))
    rho = 0.8 * rho + 0.2 * orb**2
assert change < 1e-7
kin, att, rep = parts(orb)
h_mean = kin + att
e_rhf = 2 * h_mean + rep
e_neutral = lowest(np.zeros_like(r))[0]
assert abs(e_neutral + 1) < 1e-7
assert abs(e_rhf - (2 * eps - rep)) < 1e-6
assert abs(e_rhf + 2 * kin) < 1e-5            # virial relation
assert eps < 0 and e_rhf > e_neutral
relaxation = h_mean - e_neutral
assert relaxation > -eps
assert abs((e_neutral - e_rhf) - (-eps - relaxation)) < 1e-6

# ---------- lower bound from a simple, not self-consistent density ----------
def two_exp(p):
    return normalise(r * (np.exp(-p[0] * r) + p[2] * np.exp(-p[1] * r)))


fit = minimize(lambda p: closed_energy(two_exp(p)) if min(p) > 0.15 else 9.0,
               [1.0, 0.45, 0.4], method="Nelder-Mead")
trial = np.round(fit.x, 2)
u_trial = two_exp(trial)
e_trial = closed_energy(u_trial)
j_trial = parts(u_trial)[2]
eps_trial = lowest(u_trial**2)[0]
lower = 2 * eps_trial - j_trial
assert -1 < lower <= e_rhf + 1e-7 and e_rhf <= e_trial + 1e-7

# ---------- independent Gaussian basis, s and p functions ----------
basis = [[0, [float(a), 1.0]] for a in 0.005 * 2.2 ** np.arange(18)]
basis += [[1, [float(a), 1.0]] for a in 0.03 * 3.0 ** np.arange(4)]
mol = gto.M(atom="H 0 0 0", charge=-1, spin=0, basis={"H": basis}, verbose=0)
S = mol.intor("int1e_ovlp")
T = 2 * mol.intor("int1e_kin")
V = 2 * mol.intor("int1e_nuc")
n = len(S)
eri = 2 * mol.intor("int2e", aosym="s1").reshape(n * n, n * n)


def coulomb(P):
    return (eri @ P.ravel()).reshape(n, n)


def gauss_energy(c):
    P = np.outer(c, c)
    return 2 * c @ (T + V) @ c + np.sum(P * coulomb(P))


c = eigh(T + zeta * V, S)[1][:, 0]
P = np.outer(c, c)
for _ in range(200):
    levels, C = eigh(T + V + coulomb(P), S)
    c = C[:, 0]
    P = 0.8 * P + 0.2 * np.outer(c, c)
e_gauss = gauss_energy(c)
assert abs(e_gauss - e_rhf) < 5e-5 and abs(levels[0] - eps) < 5e-5
assert e_gauss > lower
rng = np.random.default_rng(1)
P0 = np.outer(c, c)
for amp in np.repeat([0.01, 0.05, 0.2, 0.6], 50):
    d = c + amp * C[:, :10] @ rng.standard_normal(10)
    d /= np.sqrt(d @ S @ d)
    diff = np.outer(d, d) - P0
    assert gauss_energy(d) >= e_gauss - 1e-8
    assert np.sum(diff * coulomb(diff)) > -1e-10

# ---------- two different exponentials, with and without symmetrisation ----------
def pair_terms(a, b):
    """Overlap, h_aa, h_bb, h_ab, J, K for normalised exponentials."""
    s = 8 * (a * b) ** 1.5 / (a + b) ** 3
    h_ab = a * b * s - 8 * (a * b) ** 1.5 / (a + b) ** 2
    jj = 2 * a * b * (a * a + 3 * a * b + b * b) / (a + b) ** 3
    kk = 5 / 8 * (a + b) * s * s
    return s, a * a - 2 * a, b * b - 2 * b, h_ab, jj, kk


def inout(p):
    s, haa, hbb, hab, jj, kk = pair_terms(*p)
    return (haa + hbb + 2 * s * hab + jj + kk) / (1 + s * s)


def product(a, b):
    _, haa, hbb, _, jj, _ = pair_terms(a, b)
    return haa + hbb + jj


ua, ub = (normalise(r * np.exp(-q * r)) for q in (1.04, 0.35))
numeric = [wt @ (ua * ub), sum(parts(ua)[:2]), sum(parts(ub)[:2]),
           wt @ (ua * (-(lap @ ub) - 2 * ub / r)),
           wt @ (ua**2 * potential(ub**2)), wt @ (ua * ub * potential(ua * ub))]
assert np.allclose(numeric, pair_terms(1.04, 0.35), atol=1e-6)
best = minimize(inout, [1.0, 0.3], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-12})
alpha, beta = max(best.x), min(best.x)
e_inout = best.fun
e_product = product(alpha, beta)
ga, gb = np.meshgrid(np.linspace(0.3, 1.6, 261), np.linspace(0.02, 1.6, 317))
assert e_inout < -1 and product(ga, gb).min() > -1

# ---------- Hylleraas expansion: exp(-k s) s^l t^m u^n, m even ----------
VOL = [(1, 2, 0, 1), (-1, 0, 2, 1)]
SU = [(1, 1, 0, 2), (-1, 1, 2, 0)]
TU = [(1, 2, 1, 0), (-1, 0, 1, 2)]
POT = [(-4, 1, 0, 1), (1, 2, 0, 0), (-1, 0, 2, 0)]


def hylleraas(order, k):
    """Lowest variational energy in Ry* for all powers l + m + n <= order."""
    table = {}

    def integral(a, b, g):
        key = (a, b, g)
        if key not in table:
            q = a + b + g + 2
            table[key] = factorial(q) / ((b + 1) * (b + g + 2) * (2 * k) ** (q + 1))
        return table[key]

    def bracket(A, B, W):
        return sum(p[0] * q[0] * w[0] * integral(p[1] + q[1] + w[1],
                   p[2] + q[2] + w[2], p[3] + q[3] + w[3])
                   for p in A for q in B for w in W)

    fs = []
    for l in range(order + 1):
        for m in range(0, order + 1 - l, 2):
            for g in range(order + 1 - l - m):
                ds = [(-k, l, m, g)] + ([(l, l - 1, m, g)] if l else [])
                dt = [(m, l, m - 1, g)] if m else []
                du = [(g, l, m, g - 1)] if g else []
                fs.append(([(1, l, m, g)], ds, dt, du))
    size = len(fs)
    H, O = np.zeros((size, size)), np.zeros((size, size))
    for i, (f, fS, fT, fU) in enumerate(fs):
        for j, (g, gS, gT, gU) in enumerate(fs[:i + 1]):
            O[i, j] = O[j, i] = bracket(f, g, VOL)
            H[i, j] = H[j, i] = (
                bracket(fS, gS, VOL) + bracket(fT, gT, VOL) + bracket(fU, gU, VOL)
                + bracket(fS, gU, SU) + bracket(fU, gS, SU)
                + bracket(fT, gU, TU) + bracket(fU, gT, TU) + bracket(f, g, POT))
    scale = 1 / np.sqrt(np.diag(O))
    H, O = H * np.outer(scale, scale), O * np.outer(scale, scale)
    val, vec = eigh(O)
    keep = val > 1e-12
    X = vec[:, keep] / np.sqrt(val[keep])
    return 2 * eigh(X.T @ H @ X, eigvals_only=True)[0]


def best_hylleraas(order):
    return minimize_scalar(lambda k: hylleraas(order, k), bounds=(0.4, 1.0),
                           method="bounded", options={"maxiter": 15}).fun


assert abs(best_hylleraas(0) + 121 / 128) < 1e-6
e_h3, e_h5 = best_hylleraas(3), best_hylleraas(5)
assert e_h5 < e_inout < -1 and 0 <= e_h3 - e_h5 < 3e-3
binding = -1 - e_h5
correlation = e_h5 - e_rhf
assert -correlation > e_rhf + 1

# ---------- silicon: ellipsoidal neutral donor fixes the isotropic mass ----------
m_long, m_trans, kappa = 0.92, 0.19, 11.7      # rough values
hartree_meV = const.value("Hartree energy in eV") * 1e3
bohr_nm = const.value("Bohr radius") * 1e9
gx, gw = np.polynomial.legendre.leggauss(60)
mu, muw = (gx + 1) / 2, gw / 2


def inverse_r(a, b):
    return muw @ (1 / np.sqrt(a * a * (1 - mu**2) + b * b * mu**2))


def ellipsoid(logs):
    a, b = np.exp(logs)
    return (2 / (m_trans * a * a) + 1 / (m_long * b * b)) / 6 - inverse_r(a, b) / kappa


res = minimize(ellipsoid, np.log([45.0, 26.0]), method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-14})
a_el, b_el = np.exp(res.x)
ry = -res.fun * hartree_meV
m_iso = -2 * res.fun * kappa**2
a_star = bohr_nm * kappa / m_iso


def k_integral(p, q):
    return np.pi * (p * p + 3 * p * q + q * q) / (4 * (p + q) ** 3)


check = quad(lambda k: 1 / ((1 + 0.49 * k * k) * (1 + 1.69 * k * k)) ** 2, 0, np.inf)[0]
assert abs(check - k_integral(0.7, 1.3)) < 1e-8
phi = 2 * np.pi * np.arange(64) / 64
nz = gx[:, None] + 0 * phi
nx = np.sqrt(1 - gx[:, None] ** 2) * np.cos(phi)
pz, px = (0.5 * np.sqrt(a_el**2 * (1 - q**2) + b_el**2 * q**2) for q in (nz, nx))
solid = gw[:, None] * (2 * np.pi / 64)
J_same, J_diff = (np.sum(solid * k_integral(pz, q)) / (2 * np.pi**2 * kappa)
                  * hartree_meV for q in (pz, px))
root = np.sqrt(a_el**2 - b_el**2)
J_direct = 5 / 8 * np.arcsin(root / a_el) / root / kappa * hartree_meV
assert abs(J_same - J_direct) < 1e-5 and abs(J_same - 1.25 * ry) < 1e-3
assert J_diff < J_same

temperature, field_V_cm, donors_cm3, phosphorus_meV = 2.0, 100.0, 1e15, 45.0
kT = const.k * temperature / const.e * 1e3
tail_nm = a_star / np.sqrt(binding)
bind_meV = binding * ry
tunnel = 4 / 3 * (bind_meV * 1e-3) / (tail_nm * 1e-7 * field_V_cm)
spacing_nm = (3 / (4 * np.pi * donors_cm3)) ** (1 / 3) * 1e7


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("D0 plus free electron, energy", e_neutral, "Ry*")
show("D- single exponential, zeta", zeta, "1/a*", 4)
show("D- single exponential, energy", e_single, "Ry*")
show("D- RHF energy, radial solution", e_rhf, "Ry*", 6)
show("D- RHF energy, Gaussian basis", e_gauss, "Ry*", 6)
show("RHF orbital energy eps", eps, "Ry*")
show("RHF kinetic energy per electron", kin, "Ry*")
show("RHF donor attraction per electron", att, "Ry*")
show("RHF one-electron energy <h>", h_mean, "Ry*")
show("RHF repulsion J", rep, "Ry*")
show("Relaxation of remaining electron <h>+1", relaxation, "Ry*")
show("RHF deficit E(D-)-E(D0)", e_rhf - e_neutral, "Ry*")
show("Trial density, first exponent", trial[0], "1/a*", 2)
show("Trial density, second exponent", trial[1], "1/a*", 2)
show("Trial density, weight of second exponential", trial[2], "(no unit)", 2)
show("Trial orbital energy eps_min", eps_trial, "Ry*")
show("Trial repulsion J0", j_trial, "Ry*")
show("Lower bound on every closed shell", lower, "Ry*")
show("Upper bound from same trial orbital", e_trial, "Ry*")
show("In-out function, alpha", alpha, "1/a*", 4)
show("In-out function, beta", beta, "1/a*", 4)
show("In-out symmetrised energy", e_inout, "Ry*")
show("Unsymmetrised product, same exponents", e_product, "Ry*")
show("Hylleraas energy, order 3", e_h3, "Ry*")
show("Hylleraas energy, order 5", e_h5, "Ry*")
show("Correlated D- binding", binding, "Ry*")
show("Correlation energy", correlation, "Ry*")
show("Si longitudinal mass (rough input)", m_long, "m", 2)
show("Si transverse mass (rough input)", m_trans, "m", 2)
show("Si relative permittivity (rough input)", kappa, "(no unit)", 1)
show("Ellipsoid transverse radius", a_el * bohr_nm, "nm", 2)
show("Ellipsoid longitudinal radius", b_el * bohr_nm, "nm", 2)
show("Equivalent isotropic mass", m_iso, "m", 3)
show("Effective Rydberg", ry, "meV", 2)
show("Effective Bohr radius", a_star, "nm", 2)
show("Si model: RHF energy of D-", e_rhf * ry, "meV", 2)
show("Si model: RHF deficit", (e_rhf + 1) * ry, "meV", 2)
show("Si model: frozen-orbital removal energy", -eps * ry, "meV", 2)
show("Si model: correlated binding", bind_meV, "meV", 2)
show("Repulsion, both electrons in one valley", J_same, "meV", 2)
show("Repulsion, valleys on different axes", J_diff, "meV", 2)
show("Repulsion saved by different axes", J_same - J_diff, "meV", 2)
show("Phosphorus donor depth (rough input)", phosphorus_meV, "meV", 0)
show("Central-cell and valley shift of D0", phosphorus_meV - ry, "meV", 0)
show("Temperature", temperature, "K", 1)
show("Thermal energy kT", kT, "meV", 3)
show("Binding over kT", bind_meV / kT, "(no unit)", 1)
show("Outer tail length of D-", tail_nm, "nm", 1)
show("Applied field", field_V_cm, "V/cm", 0)
show("Tunnelling exponent at that field", tunnel, "(no unit)", 1)
print(f"Donor concentration: {donors_cm3:.0e} cm^-3")
show("Radius of the volume per donor", spacing_nm, "nm", 1)
print("verified")
```

It prints:

```
D0 plus free electron, energy: -1.00000 Ry*
D- single exponential, zeta: 0.6875 1/a*
D- single exponential, energy: -0.94531 Ry*
D- RHF energy, radial solution: -0.975859 Ry*
D- RHF energy, Gaussian basis: -0.975859 Ry*
RHF orbital energy eps: -0.09244 Ry*
RHF kinetic energy per electron: 0.48793 Ry*
RHF donor attraction per electron: -1.37134 Ry*
RHF one-electron energy <h>: -0.88341 Ry*
RHF repulsion J: 0.79097 Ry*
Relaxation of remaining electron <h>+1: 0.11659 Ry*
RHF deficit E(D-)-E(D0): 0.02414 Ry*
Trial density, first exponent: 1.21 1/a*
Trial density, second exponent: 0.46 1/a*
Trial density, weight of second exponential: 0.49 (no unit)
Trial orbital energy eps_min: -0.09311 Ry*
Trial repulsion J0: 0.78964 Ry*
Lower bound on every closed shell: -0.97587 Ry*
Upper bound from same trial orbital: -0.97564 Ry*
In-out function, alpha: 1.0392 1/a*
In-out function, beta: 0.2832 1/a*
In-out symmetrised energy: -1.02661 Ry*
Unsymmetrised product, same exponents: -0.96464 Ry*
Hylleraas energy, order 3: -1.05379 Ry*
Hylleraas energy, order 5: -1.05541 Ry*
Correlated D- binding: 0.05541 Ry*
Correlation energy: -0.07955 Ry*
Si longitudinal mass (rough input): 0.92 m
Si transverse mass (rough input): 0.19 m
Si relative permittivity (rough input): 11.7 (no unit)
Ellipsoid transverse radius: 2.44 nm
Ellipsoid longitudinal radius: 1.40 nm
Equivalent isotropic mass: 0.298 m
Effective Rydberg: 29.61 meV
Effective Bohr radius: 2.08 nm
Si model: RHF energy of D-: -28.89 meV
Si model: RHF deficit: 0.71 meV
Si model: frozen-orbital removal energy: 2.74 meV
Si model: correlated binding: 1.64 meV
Repulsion, both electrons in one valley: 37.01 meV
Repulsion, valleys on different axes: 36.23 meV
Repulsion saved by different axes: 0.78 meV
Phosphorus donor depth (rough input): 45 meV
Central-cell and valley shift of D0: 15 meV
Temperature: 2.0 K
Thermal energy kT: 0.172 meV
Binding over kT: 9.5 (no unit)
Outer tail length of D-: 8.8 nm
Applied field: 100 V/cm
Tunnelling exponent at that field: 24.8 (no unit)
Donor concentration: 1e+15 cm^-3
Radius of the volume per donor: 62.0 nm
verified
```
